# Can slow surface trapping imitate giant piezoresistance in silicon nanowires?

## Question

Some silicon nanowires have been reported to change resistance under stress far more strongly than bulk silicon. I had taken this to mean that small size enhances the band effect, in which stress moves carriers between valleys of different mobility.

My difficulty is that thin wires also drift: after the bias is switched on, the resistance creeps for minutes with no stress applied. If I step the stress during that time and fit $\ln R$ against stress, how much of the slope could be drift? Is there a limit to what the bands can do, could surface charge respond to stress in earnest, and which measurements tell these apart?

## Answer

A large fitted slope does not identify its cause. It can contain a band response, a stress response of the surface charge, and drift that has nothing to do with stress. All three can be calculated for an n-type wire along [100], where the band part has a closed form.

Let $X$ be the uniaxial stress along the wire, positive in tension, and define $\pi=d\ln R/dX$. I quote coefficients in units of $\Pi=10^{-11}\ \mathrm{Pa^{-1}}$. The wire has radius $a$ and donor density $N$, with no gate. Trapped electrons deplete its rim but leave the mobility of the core unchanged.

### What the valleys can do

Silicon has two conduction valleys with their long axis along the wire and four across it. Strain shifts valley $i$ by $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. With free side faces, $\varepsilon_{xx}=S_{11}X$ and $\varepsilon_{yy}=\varepsilon_{zz}=S_{12}X$, so the axial valleys rise relative to the others by $\Xi_u(S_{11}-S_{12})X$.

Let $r$ be the ratio of electrons in the axial valleys to electrons in the rest. For nondegenerate electrons, $r\propto e^{-sX}$ with

$$s=\frac{\Xi_u(S_{11}-S_{12})}{kT},\qquad \frac{dr}{dX}=-sr .$$

Take equal scattering times in all valleys. Along the wire the axial valleys have mobility $\mu_l\propto1/m_l$ and the others $\mu_t=K\mu_l$, where $K=m_l/m_t$. The mean mobility is

$$\bar\mu=\mu_l\,\frac{r+K}{r+1}.$$

At fixed carrier number $R\propto1/\bar\mu$, hence

$$\pi_{\rm band}=-\frac{d\ln\bar\mu}{dX}
=sr\left[\frac1{r+K}-\frac1{r+1}\right]
=-s\,\frac{(K-1)\,r}{(r+K)(r+1)} .$$

Without valley offsets $r=2/4=1/2$ at zero stress, which gives

$$\pi_{\rm band}=-\frac{2(K-1)}{3(2K+1)}\,s .$$

Tension moves electrons into the valleys that are light along the wire, so the resistance falls.

Confinement may offset the valleys and change $r$. To see how much this can help, write

$$\frac{(r+K)(r+1)}{r}=1+K+r+\frac Kr\ \ge\ 1+K+2\sqrt K=(1+\sqrt K)^2,$$

with equality at $r=\sqrt K$. Since $K-1=(\sqrt K-1)(\sqrt K+1)$,

$$|\pi_{\rm band}|\le\frac{\sqrt K-1}{\sqrt K+1}\,s .$$

Within this model, no choice of offsets gets past this bound. It assumes fixed carrier number, nondegenerate statistics, stress-independent masses and equal scattering times.

For silicon I use the rough values $m_l=0.916\,m_0$, $m_t=0.19\,m_0$, $\Xi_u=9$ eV, $S_{11}=7.68$ and $S_{12}=-2.14$ in $10^{-12}\ \mathrm{Pa^{-1}}$, at 300 K. Then $K=4.82$ and $s=342\,\Pi$. The coefficient is $\pi_{\rm band}=-82\,\Pi$, and the bound on its magnitude is $128\,\Pi$. A direct sum over $k$-space reproduces the coefficient, and a search over random valley offsets came up to the bound without crossing it.

The total change is limited too. Under strong compression all electrons enter the axial valleys and $\bar\mu\to\mu_l$. The unstressed value is $\bar\mu=\mu_l(1/2+K)/(3/2)=\mu_l(1+2K)/3$, so $R/R_0\to(1+2K)/3=3.5$. This is a limit of the band model, not a stress that a wire need survive.

### Why a depleted wire amplifies surface charge

Let $N_s$ be the density of trapped electrons per unit surface area. Per unit length the donors supply $\pi a^2N$ electrons and the surface removes $2\pi aN_s$ (here $\pi$ is the number). The conducting fraction is therefore

$$u=1-\frac{2N_s}{aN},\qquad d\ln R=-\frac{du}{u}=\frac{2\,dN_s}{aNu}$$

at fixed mobility. The factor $1/u$ is the amplifier: when few electrons remain, losing a few more matters greatly.

The trapped charge also raises a barrier that opposes further trapping. In the depletion approximation the core of radius $r_c=a\sqrt u$ is neutral and the rim is empty of electrons. Gauss's law gives the field magnitude in the rim, $E(r)=eN(r^2-r_c^2)/(2\varepsilon r)$. Integrating from $r_c$ to $a$ gives the band bending

$$\psi=\frac{eN}{2\varepsilon}\left[\frac{a^2-r_c^2}{2}-r_c^2\ln\frac a{r_c}\right]
=\psi_0(1-u+u\ln u),\qquad \psi_0=\frac{eNa^2}{4\varepsilon},$$

where $r_c^2=ua^2$ and $\ln(a/r_c)=-\tfrac12\ln u$ were used. Since $d\psi/du=\psi_0\ln u$ and $du/dN_s=-2/(aN)$,

$$\psi'\equiv\frac{d\psi}{dN_s}=-\frac{2\psi_0}{aN}\ln u=\frac{ea}{\varepsilon}\ln\frac a{r_c}.$$

This is the inverse capacitance, per surface area and per electron, of a coaxial capacitor between core and surface.

Now let there be fast interface traps, $D$ per area and energy, with a neutral level $\chi_0$ below the conduction edge at the surface. In the core that edge lies $\zeta$ above the Fermi level. Let stress lower the neutral level by a further $\beta X$ relative to that edge, and let slower traps hold an extra density $N_{\rm slow}$. With energies in eV and $\psi$ in V,

$$N_s=D(\chi_0+\beta X-\zeta-\psi)+N_{\rm slow}.$$

I measure the edge from the mean of the six valleys. Without valley offsets, their partition sum then does not change to first order in $X$, and neither does $\zeta$. Offsets would add a linear shift of $\zeta$, which I neglect. It acts like a change in $\beta$, and for large offsets it can exceed the value of $\beta$ assumed below. Differentiating,

$$dN_s=D\beta\,dX-D\psi'\,dN_s+dN_{\rm slow}
\quad\Rightarrow\quad
dN_s=\frac{D\beta\,dX+dN_{\rm slow}}{1+D\psi'} .$$

Inserting this in $d\ln R$ gives

$$d\ln R=g\,(D\beta\,dX+dN_{\rm slow}),\qquad
g=\frac{2/(aNu)}{1+D\psi'} .$$

So there is a genuine surface piezoresistance, $\pi_{\rm surf}=gD\beta$. It changes the number of carriers rather than their mobility, so the valley bound does not restrict it. With dense fast traps $\pi_{\rm surf}$ may first fall as depletion sets in, but once $u$ is small the factor $1/u$ outgrows the logarithm in $\psi'$, and $\pi_{\rm surf}$ rises. This growth levels off once the core becomes thinner than about a Debye length, where the depletion approximation fails and overestimates the response. Then $N_s$ stays close to $aN/2$, so at fixed $N_{\rm slow}$ the charge balance requires $d\psi=\beta\,dX$. The few remaining electrons vary as $e^{-\psi/kT}$, so $\pi_{\rm surf}\to\beta/kT$. Near pinch-off the surface response is therefore large only if $\beta$ is large enough. With little depletion, $u\to1$, the barrier feedback vanishes and $g\to2/(aN)$, which is small for thick or heavily doped wires.

### How drift enters the slope

Suppose that switching on the bias makes oxide traps available for filling. Let them have density $n$, spread uniformly to depth $d$, with capture times $\tau(x)=\tau_0e^{x/\lambda}$ because electrons must tunnel to them. Ignoring emission,

$$N_{\rm slow}(t)=n\int_0^d\left(1-e^{-t/\tau(x)}\right)dx .$$

Substitute $v=t/\tau(x)$, so that $dx=-\lambda\,dv/v$. With $\tau_m=\tau_0e^{d/\lambda}$,

$$N_{\rm slow}=n\lambda\int_{t/\tau_m}^{t/\tau_0}\frac{1-e^{-v}}{v}\,dv,\qquad
\dot N_{\rm slow}=\frac{n\lambda}{t}\left(e^{-t/\tau_m}-e^{-t/\tau_0}\right).$$

For $\tau_0\ll t\ll\tau_m$ the rate is $n\lambda/t$: the charge grows as the logarithm of time, with no single time constant after which it is finished.

If the stress is ramped at rate $\dot X$, then $dN_{\rm slow}=(\dot N_{\rm slow}/\dot X)\,dX$ along the record, and the recorded slope is

$$\boxed{\ \pi_{\rm rec}=\pi_{\rm band}+gD\beta+\frac{g\,\dot N_{\rm slow}}{\dot X}\ }$$

The last term is present even if neither the bands nor the traps respond to stress. It grows when the ramp is slow, and it reverses sign with the ramp direction. The same $g$ multiplies both surface terms, so strong depletion does not tell you which of them you are seeing.

### Numbers for a depleted wire

Take $a=30$ nm, $N=10^{18}\ \mathrm{cm^{-3}}$, $D=3\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$, $\chi_0=0.70$ eV and $\beta=0.02$ eV/GPa. The slow traps have $n=3\times10^{18}\ \mathrm{cm^{-3}}$, $\lambda=0.1$ nm, $d=1.5$ nm and $\tau_0=1$ s, so $\tau_m=3.3\times10^6$ s. These are round model parameters, chosen so that the measurement falls within $\tau_0\ll t\ll\tau_m$. A value $\tau_0=1$ s is far longer than direct capture at this barrier, which takes roughly microseconds to tens of microseconds. With $\tau_0=1\ \mu$s and the same depth, $\tau_m$ would be about 3 s and the drift would be over long before 135 s. It would then persist only if the traps reached deeper than $\lambda\ln(t/\tau_0)\approx1.9$ nm. The sign and size of $\beta$ in particular are assumptions.

The surface charge for full depletion is $aN/2=1.5\times10^{12}\ \mathrm{cm^{-2}}$, and $\psi_0=0.348$ V. At 135 s after switching on the bias, the slow traps hold $1.64\times10^{11}\ \mathrm{cm^{-2}}$. Solving the charge balance gives $\psi=0.225$ V and $u=0.111$. As a check, with $\zeta=0.086$ eV,

$$N_s=3\times10^{12}(0.700-0.086-0.225)+1.64\times10^{11}\approx1.33\times10^{12}\ \mathrm{cm^{-2}},$$

and $1-1.33/1.5\approx0.11$.

For the gain, $ea/\varepsilon=4\psi_0/(aN)=4.64\times10^{-13}\ \mathrm{V\,cm^2}$ and $\ln(30/9.98)=1.10$, so $D\psi'=1.53$. An added slow charge of $10^{10}\ \mathrm{cm^{-2}}$ changes $\ln R$ by

$$\frac{10^{10}}{1.5\times10^{12}\times0.111}\,\frac1{2.53}=0.024 .$$

Thus $g=2.38\times10^{-12}\ \mathrm{cm^2}$. The genuine surface response is $gD\beta=0.143\ \mathrm{GPa^{-1}}=14\,\Pi$, and the true total is $-82+14=-68\,\Pi$.

Now ramp the stress by 10 MPa in 150 s, or 66.7 kPa/s. At 135 s, $\dot N_{\rm slow}=3\times10^{10}/135=2.22\times10^8\ \mathrm{cm^{-2}\,s^{-1}}$, and the drift term is

$$\frac{2.38\times10^{-12}\times2.22\times10^{8}}{6.67\times10^4}\ \mathrm{Pa^{-1}}\approx793\,\Pi .$$

The formula predicts $-68+793=725\,\Pi$. The full nonlinear record gives $726\,\Pi$; the formula takes its coefficients at zero stress, whereas the record has reached 5 MPa.

A stepped experiment behaves alike. With six levels from zero to 10 MPa, read every 30 s from 60 s to 210 s, straight-line fits give:

- tension: $+800\,\Pi$
- compression: $-935\,\Pi$
- no stress applied, but readings plotted against the intended tensile levels: $+867\,\Pi$

The compression run is the deceptive one. It has the sign of the band effect and more than eleven times its size, yet most of it is drift. The zero-stress run produces a "giant coefficient" from a wire that was never stressed.

For the surface levels to produce that slope as a real response at the same depletion, $\beta$ would have to be about $1.2$ eV/GPa, some sixty times the value assumed here.

### Measurements that separate the terms

**Run the sequence without stress.** Keep the bias, the clock and the starting state of the traps the same. Any slope is drift.

**Reverse the stress.** If tension and compression runs start from the same trap state, the drift slopes cancel in their half-sum. Here that gives $(800.1-934.5)/2=-67.2\,\Pi$, close to the true $-68\,\Pi$. Two runs made one after the other do not share the same drift, and the cancellation is then incomplete.

**Wait.** After another 3600 s at bias, the zero-stress slope falls from 867 to $35\,\Pi$. That is still about half the true response, so a record that looks steady may not be steady enough.

**Alternate the stress quickly.** Take readings $y_1,\dots,y_4$ of $\ln R$ at spacing $h$, with stress off, on, on, off, and form $\Delta=(-y_1+y_2+y_3-y_4)/2$. Measured from the middle of the sequence, the times are $-\tfrac32h,-\tfrac12h,\tfrac12h,\tfrac32h$. Let the drift be $b_0+b_1t+\tfrac12b_2t^2$. The constant cancels, and the linear part contributes $\tfrac12b_1h(\tfrac32-\tfrac12+\tfrac12-\tfrac32)=0$. The quadratic part leaves

$$\frac12\cdot\frac{b_2h^2}{2}\left(-\frac94+\frac14+\frac14-\frac94\right)=-b_2h^2 .$$

The error in the coefficient is $-b_2h^2/X$. With $h=1$ s, starting at 210 s, and 10 MPa, it is $0.015\,\Pi$.

The sequence gives $-66.4\,\Pi$, while the zero-stress derivative at that time is $-67.2\,\Pi$. This difference is not drift. A finite step measures a chord of a curved band response. Writing the slope as $\pi_{\rm band}=-s\left[\frac{r}{r+1}-\frac{r}{r+K}\right]$ and using $dr/dX=-sr$,

$$\frac{d\pi_{\rm band}}{dX}=s^2\left[\frac{r}{(r+1)^2}-\frac{Kr}{(r+K)^2}\right]_{r=1/2}\approx0.137\,s^2 .$$

The chord exceeds the initial slope by half of this times $X$. With $sX=0.034$, that is $0.137\times0.017\times342\,\Pi\approx0.8\,\Pi$, as found.

Quick alternation removes slow drift, but it keeps both $\pi_{\rm band}$ and the response of fast surface traps. A large signal that survives points to a real stress response, though not necessarily a band effect. Contacts that respond to stress would survive too, so a four-probe measurement is needed to assign the signal to the wire itself. In this model the two differ in scaling: $\pi_{\rm surf}$ follows $g$ as depletion changes, while $\pi_{\rm band}$ does not if the valley offsets stay fixed. Slow traps that themselves respond to stress would add a delayed signal, which I have left out.

### How far this applies to real wires

The largest reported coefficients are, roughly, thousands of $\Pi$, and prominent cases concern p-type wires. The valley bound is for electrons and must not be applied to holes, whose bands warp under stress. The reasoning about charge and drift carries over with the appropriate signs. My trap densities describe a poorly passivated surface and are high compared with a good thermal oxide. At fixed $u$ and $D$ the drift term is proportional to $n$, so ten times fewer slow traps would leave about $79\,\Pi$ at 135 s. Better passivation also relieves the depletion, however. With $n$ and $D$ both ten times smaller, this wire has $u\approx0.87$ and the drift term is about $25\,\Pi$. With $D=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $n$ a hundred times smaller it is about $2\,\Pi$.

Real devices also break two simplifications noticeably:

- The edge of the core is smooth. A Poisson–Boltzmann solution gives $u=0.138$ instead of 0.111 and reduces $g$ by 17%.
- The growing barrier keeps electrons away from the surface and slows capture. Including this in the depletion model lowers the zero-stress slope from 867 to $678\,\Pi$.

Multiplying the two reductions, which is an estimate and not a joint solution, leaves about $560\,\Pi$, still over four times the valley bound.

Other corrections are smaller or act differently. Degeneracy lowers the band coefficient by 1.3%. The neglected stretching of the wire adds about $1.5\,\Pi$ at fixed carrier number, and can add a comparable amount through the trapped charge, because the strained dimensions alter the surface charge balance. The confinement energy of the core, about 12 meV, differs between the valleys and offsets them. For a hard-wall core this lowers the magnitude of the band coefficient by roughly a tenth; the bound already allows for such offsets. Treating the donors as isolated 45 meV levels would leave 76% of them ionized in the core. That raises $R$, but hardly alters $d\ln R$ if the fraction stays constant. The surface field is 0.21 MV/cm, but the total bending of 0.22 V is well below silicon's gap, so this barrier alone cannot drive band-to-band tunnelling or impact ionization.

None of this shows that a particular report is an artefact. That depends on its trap history and timing, and a zero-stress record on the same clock is the most direct evidence. The full set of values is in the numerical output below.

## Computed results

```
Temperature: 300 K
Longitudinal mass: 0.916 m0
Transverse mass: 0.19 m0
Mass ratio K: 4.821
Shear deformation potential: 9 eV
Compliance S11: 7.68 1e-12/Pa
Compliance S12: -2.14 1e-12/Pa
Valley splitting per stress / kT: 341.9 1e-11/Pa
Band coefficient, formula: -81.83 1e-11/Pa
Band coefficient, k-space sum: -81.83 1e-11/Pa
Band bound for any offsets: 127.9 1e-11/Pa
Largest slope in random search: 127.9 1e-11/Pa
Compression limit R/R0: 3.547
Wire radius: 30 nm
Donor density: 1e+18 cm^-3
Relative permittivity: 11.7
Fast trap density: 3e+12 cm^-2 eV^-1
Neutral level below surface band edge: 0.7 eV
Neutral-level stress shift: 20 meV/GPa
Core band edge above Fermi level: 0.08556 eV
Full-depletion potential: 0.348 V
Areal charge for full depletion: 1.5e+12 cm^-2
Slow oxide trap density: 3e+18 cm^-3
Tunnelling length in trap times: 0.1 nm
Slow-trap layer depth: 1.5 nm
Shortest slow-trap time: 1 s
Longest slow-trap time: 3.269e+06 s
Conducting fraction before slow trapping: 0.1564
Slow charge at 135 s: 1.645e+11 cm^-2
Conducting fraction at 135 s: 0.1108
Core radius at 135 s: 9.984 nm
Surface band bending at 135 s: 0.2246 V
ln R gain per 1e10 cm^-2 slow charge: 0.02378
Surface stress coefficient at 135 s: 14.27 1e-11/Pa
True total coefficient at 135 s: -67.57 1e-11/Pa
Stress ramp rate: 66.67 kPa/s
Drift term in ramp formula at 135 s: 792.6 1e-11/Pa
Recorded ramp slope at 135 s: 726.2 1e-11/Pa
Tension staircase slope: 800.1 1e-11/Pa
Compression staircase slope: -934.5 1e-11/Pa
Zero-stress staircase slope: 866.5 1e-11/Pa
Half-sum of tension and compression: -67.22 1e-11/Pa
Zero-stress slope after 3600 s extra wait: 34.64 1e-11/Pa
Off-on-on-off coefficient: -66.4 1e-11/Pa
True coefficient at that time: -67.23 1e-11/Pa
Off-on-on-off drift leakage: 0.01546 1e-11/Pa
Level shift needed to equal drift: 1.215 eV/GPa
Poisson-Boltzmann conducting fraction: 0.1383
Poisson-Boltzmann gain / depletion gain: 0.8294
Zero-stress slope with slowed capture: 678.3 1e-11/Pa
Degeneracy factor on band coefficient: 0.9873
Ionized donor fraction, isolated 45 meV level: 0.7597
Hard-wall core confinement energy: 11.63 meV
Geometric coefficient neglected: 1.536 1e-11/Pa
Surface field: 0.2063 MV/cm
```
